# Threshold dynamics for curvature-driven grain boundaries and a shrinking circular grain

## Result

Take a columnar film whose grain boundaries stand perpendicular to its plane. Let a boundary have isotropic energy $g$ per area and constant mobility $M$, and define $K=Mg$. The boundary moves towards its centre of curvature with speed $v=K\kappa$. An isolated circular grain of initial radius $R_0$ then obeys

$$R^2=R_0^2-2Kt,\qquad \frac{dA}{dt}=-2\pi K, \tag{1}$$

and vanishes at $t=R_0^2/(2K)$.

The Merriman-Bence-Osher scheme reproduces this motion without tracking the boundary. Set an indicator to 1 inside the grain and 0 outside, diffuse it for a time $\Delta t$ with diffusivity $K$, and keep the region where the result exceeds $1/2$. With $s=K\Delta t$, one step turns a disc of radius $R$ into one of radius $r$, where

$$r^2=R^2-2s-\frac{2s^2}{3R^2}+O\!\left(\frac{s^3}{R^4}\right). \tag{2}$$

The linear area law is therefore the limit $s\ll R^2$. A grid adds a second condition: it must resolve displacements smaller than a cell. No quantum constant enters, so the algebra holds in atomic units or any other consistent set.

## The area law

Displace a closed boundary outward by a small distance $w$. An arc element $ds$ of curvature $\kappa$, positive for a circle, becomes $(1+\kappa w)ds$. Per unit film thickness the energy changes by

$$\delta E=g\oint \kappa w\,ds .$$

Energy falls when the boundary moves inward, so the inward driving pressure is $P=g\kappa$. A linear response $v=MP$ gives $v=K\kappa$.

The enclosed area changes at the rate

$$\frac{dA}{dt}=-\oint v\,ds=-K\oint\kappa\,ds=-2\pi K .$$

The last step holds because $\kappa\,ds$ is the turning angle of the normal, which totals $2\pi$ around a simple closed curve. The rate is thus independent of size and shape, provided that the boundary meets no junction. For a circle, $A=\pi R^2$ gives $dR/dt=-K/R$ and hence equation (1).

## Why thresholding gives curvature motion

Diffusion for time $\Delta t$ convolves the indicator with a Gaussian whose variance is $\sigma^2=2s$ in each direction. The new value $u$ at a point is the probability that the point, displaced by a Gaussian random vector $(\xi_x,\xi_y)$, lands in the grain.

Near a chosen boundary point let $y$ point outward, so that the grain occupies $y<-\kappa x^2/2$. At $(0,y_0)$,

$$u=\left\langle\Phi\!\left(\frac{-y_0-\kappa\xi_x^2/2}{\sigma}\right)\right\rangle
\simeq\frac12-\frac{y_0+\kappa\sigma^2/2}{\sigma\sqrt{2\pi}},$$

where $\Phi$ is the normal distribution function and $\langle\xi_x^2\rangle=\sigma^2$. Setting $u=1/2$ gives $y_0=-\kappa\sigma^2/2=-\kappa s$. The boundary moves inward by $K\kappa\Delta t$, as required. This is a leading-order result for a smooth boundary with $\kappa\sigma\ll1$.

## The next order for a disc

For a disc the error can be found explicitly. The heat kernel is $e^{-|\mathbf x-\mathbf y|^2/4s}/(4\pi s)$. Integrating over the angle of $\mathbf y$ produces $2\pi I_0$, with $I_0$ the modified Bessel function, so

$$u(r)=\int_0^R f(q)\,dq,\qquad
f(q)=\frac{q}{\sigma^2}e^{-(r^2+q^2)/2\sigma^2}I_0\!\left(\frac{rq}{\sigma^2}\right).$$

Here $f$ is the probability density of the distance $q$ from the centre, and its integral over all $q$ is 1. The condition $u(r)=1/2$ says that the old radius $R$ is the median of $q$.

Write $q=r+\sigma\tau$ and $e=\sigma/r\ll1$. For large argument, $I_0(z)\simeq e^z(2\pi z)^{-1/2}[1+1/(8z)]$, with $z=(1+e\tau)/e^2$. The exponentials combine to $e^{-\tau^2/2}$. With $\varphi(\tau)=e^{-\tau^2/2}/\sqrt{2\pi}$,

$$f\,dq=\varphi(\tau)\left[\sqrt{1+e\tau}+\frac{e^2}{8\sqrt{1+e\tau}}+O(e^4)\right]d\tau.$$

Expanding both roots gives

$$f\,dq=\varphi\left[1+\frac{e\tau}{2}+\frac{e^2(1-\tau^2)}8+\frac{e^3(\tau^3-\tau)}{16}+O(e^4)\right]d\tau .$$

The half-line integrals needed are

$$\int_{-\infty}^0\!\tau\varphi\,d\tau=-\varphi_0,\quad
\int_{-\infty}^0\!\tau^3\varphi\,d\tau=-2\varphi_0,\quad
\int_{-\infty}^0\!(1-\tau^2)\varphi\,d\tau=0,$$

where $\varphi_0=\varphi(0)$. The probability below $\tau=0$ is therefore $1/2-\varphi_0(e/2+e^3/16)$ through third order. The fourth-order term is even in $\tau$; normalization makes its full-line integral zero, and hence its half-line integral too.

If the median is at $\tau=m$, the interval from 0 to $m$ must supply the missing probability. Since $m$ is of order $e$,

$$m-\frac{m^3}{6}+\frac{em^2}{4}+\frac{e^2m}{8}=\frac e2+\frac{e^3}{16}+O(e^5).$$

Insert $m=e/2+\alpha e^3$. The cubic terms give

$$\alpha-\frac1{48}+\frac1{16}+\frac1{16}=\frac1{16},\qquad \alpha=-\frac1{24}.$$

Thus

$$R=r+\sigma m=r+\frac{s}{r}-\frac{s^2}{6r^3}+\cdots .$$

Squaring gives

$$R^2=r^2+2s+\frac{s^2}{r^2}-\frac{s^2}{3r^2}+\cdots
=r^2+2s+\frac{2s^2}{3r^2}+\cdots .$$

Replacing $r^2$ by $R^2$ in the small last term changes the next order, and equation (2) follows. A numerical integration of the disc at $s/R^2=0.001$ gave 0.668 for the coefficient $2/3$.

## Accumulated error and disappearance

The area lost in one step exceeds $2\pi s$ by the relative amount $s/(3R^2)$. Over many steps, the excess loss in $R^2$ is $\sum 2s^2/(3R_n^2)$. Since $R^2$ falls by about $2s$ per step, the sum becomes

$$\frac{s}{3}\int_{R^2}^{R_0^2}\frac{dQ}{Q}
=\frac{s}{3}\ln\frac{R_0^2}{R^2}. \tag{3}$$

At a fixed final time before disappearance, the scheme is first order in the time step.

This expansion fails when $R$ approaches $\sigma$. At the centre of the diffused disc,

$$u(0)=\int_0^R\frac{q}{2s}e^{-q^2/4s}\,dq=1-e^{-R^2/4s}.$$

The whole disc disappears in one step if $u(0)<1/2$, which means $R^2<4s\ln2\simeq2.77s$. Equation (1) would remove it in one step only for $R^2\le2s$. The last moments of a grain therefore cannot be resolved with a fixed step.

## Putting the boundary on a grid

Let the square cells have width $a$. A binary mask stores whether each cell centre lies inside the grain, and this loses the boundary's position within a cell. Consider a straight row of occupied cells parallel to a grid axis. Its effective boundary lies $a/2$ beyond the last centres, so the row survives unless the displacement exceeds $a/2$.

Rows can also erode from their ends. Take an end cell with full rows below it and its own row occupied on one side. Sampling the Gaussian gives one row, or one column, the weight $p=a/(\sigma\sqrt{2\pi})$. The value at the end cell is

$$u=\frac{1-p}{2}+p\,\frac{1+p}{2}=\frac12+\frac{p^2}{2}.$$

Curvature lowers this by about $(s/R)/(\sigma\sqrt{2\pi})=p\,s/(Ra)$. Removal of such an isolated end cell therefore needs

$$\frac{s}{Ra}>\frac p2 . \tag{4}$$

This estimate does not cover closely spaced row ends, and meeting it does not guarantee that a whole mask keeps moving: a binary disc can still stall somewhat above this value. It does show why a very small time step can stop the motion.

A remedy, provided that $\sigma$ still spans several cells, is to store a filling between 0 and 1. A flat interface diffuses to $u=\Phi(d/\sigma)$, where $d$ is the distance from the half-level, positive inside. Inversion gives

$$d=\sigma\Phi^{-1}(u),\qquad
F=\min\!\left[1,\max\!\left(0,\frac12+\frac da\right)\right]. \tag{5}$$

If $u$ comes from a sharp interface parallel to a grid axis, $F$ is the true area fraction of the cell. In the scheme $u$ comes from diffused cell fillings, so even then $F$ has a small error, which shrinks as $\sigma/a$ grows. For oblique or curved interfaces equation (5) is itself an approximation.

Diffusion itself is simple on a periodic grid: each Fourier component of wavenumber $k$ is multiplied by $e^{-sk^2}$.

```
input: filling F, cell width a, K, time step dt, steps n
s     = K * dt
sigma = sqrt(2 * s)
G     = exp(-s * (kx^2 + ky^2))
repeat n times:
    u = inverse_FFT(G * FFT(F))
    clip u slightly inside (0, 1)
    d = sigma * inverse_normal_distribution(u)
    F = clip(1/2 + d/a, 0, 1)
    record area = a^2 * sum(F)
```

The clipping of $u$ keeps the inverse distribution finite. It acts far from the boundary, where $F$ is already 0 or 1.

## Cost and stability

For $N\times N$ cells, a step needs two Fourier transforms and work of order $N^2\log N$. Memory is of order $N^2$. Following a circle to disappearance takes about $R_0^2/(2s)$ steps.

There is no stability limit on the time step. The Gaussian kernel is positive, so if one grain lies inside another before diffusion, its diffused value is nowhere larger. Thresholding preserves this order, so a grain that starts inside a disc stays inside the evolving disc. On the grid, the Fourier cutoff can disturb positivity by an amount governed by $e^{-s(\pi/a)^2}$, which is negligible once $\sigma$ spans two or more cells.

Accuracy sets the step instead:

- For a relative rate error $\delta$ of at most a few per cent at the smallest radius of interest, equation (2) asks for about $s\lesssim3\delta R_{\min}^2$. Take $R_{\min}$ as the radius at the end of the last step; if the radius before that step is used, the higher-order terms make the error noticeably larger than $\delta$.
- The width $\sigma$ should span several cells. Reducing $s$ at fixed $a$ eventually makes the result worse.
- The gap between periodic images should be many $\sigma$, or the images attract the half-level.

## Worked example: a grain in a copper film

The inputs are rough values for a copper interconnect film: $R_0=100$ nm, thickness $h=100$ nm, $g=4$ eV/nm² and an anneal at 473 K.

For the mobility, let atoms cross the boundary by jumps of length $b$, attempt rate $\nu$ and barrier $Q$. A pressure $P$ raises the backward barrier by $Pb^3$, so

$$v=b\nu e^{-Q/kT}\left(1-e^{-Pb^3/kT}\right)\simeq MP,\qquad
M=\frac{b^4\nu}{kT}e^{-Q/kT}.$$

With $b=0.25$ nm, $\nu=10^{13}$ s⁻¹ and $Q=1$ eV, this gives $M=21.2$ nm⁴/(eV s). Then

$$K=21.213\times4=84.9\ \text{nm}^2/\text{s},\qquad
\frac{R_0^2}{2K}=\frac{10^4}{2\times84.852}=58.9\ \text{s},$$

or about one minute. The area law predicts a loss of $2\pi K=533$ nm²/s. At the initial pressure, $4/100=0.04$ eV/nm³, the full jump speed is 0.992 of the linear one. The linearization worsens as $R$ falls, because $P=g/R$ rises.

The simulation used $N=256$, $a=1.25$ nm and a 320 nm box. With $s=50$ nm², the time step is $50/84.852=0.589$ s and $\sigma=10$ nm. The initial gap between images is $320-200=120$ nm, or $12\sigma$.

After 80 steps the simulated area was 6176 nm², against 6283 nm² from equation (1). The difference is 0.34% of the initial area, but 1.7% of the area that should remain. A straight-line fit to the whole run gives 535 nm²/s, which is 0.4% above the law.

Most of this difference comes from the finite time step. Repeated numerical solution of the disc integral, without a two-dimensional grid, gives an excess loss in $R^2$ of 27.4 nm²; equation (3) gives 27.1 nm². Halving the step reduces the excess to 13.5 nm², as first-order convergence requires. In area, $\pi\times27.4\simeq86$ nm² of the 107 nm² difference is thus accounted for. The remaining 21 nm² belongs to the grid and the refilling rule together; their shares were not separated.

The loss per step, divided by $2\pi s$, was 1.0031 over the first 20 steps and 1.0061 over the last 20. The increase agrees in sign with the $1/R^2$ error. The disc calculation disappears at step 99, where equation (1) gives 100.

An ellipse with semi-axes of 120 and 70 nm tests the claim about shape. Over 30 steps with the same $s$, its area loss was 1.005 times $2\pi s$ per step.

The pinning test kept the initial circle and grid but used $s=4$ nm² for 250 steps. The initial displacement is $4/(100\times1.25)=0.032$ cell. Equation (4) requires about 0.09 cell, and the binary mask lost no area at all. The filled-cell method lost 0.955 of the expected area. It avoids the pinning at this step, but a 4.5% deficit remains with $\sigma$ only 2.3 cells wide. Reducing $\sigma$ to about half a cell on the same grid increases the deficit further, and the filled-cell boundary then moves only briefly before it stops, so this method too can be pinned. The cause of this deficit was not isolated.

## What the isotropic model leaves out

**Constant extra pressures.** Suppose that a constant pressure opposes shrinkage and equals a fraction $x<1$ of the initial capillary pressure. Then $dR/dt=-K(1/R-x/R_0)$. With $y=xR/R_0$, integration gives the lifetime multiplier

$$F_t(x)=\frac{2}{x^2}\int_0^x\frac{y\,dy}{1-y}
=\frac{2[-\ln(1-x)-x]}{x^2}. \tag{6}$$

Negative $x$ describes an assisting pressure. If $x\ge1$, the grain does not shrink.

If the grain and its surroundings differ in surface energy by 0.6 eV/nm², the two film surfaces supply a pressure $2\times0.6/100=0.012$ eV/nm³, so $|x|=0.30$. Equation (6) makes the lifetime 26% longer if the grain has the lower surface energy and 16% shorter if it has the higher.

Texture also matters through elastic strain. Write the energy density of a film under equal in-plane strain $\epsilon$ as $Y\epsilon^2$. Rough moduli are $Y=710$ eV/nm³ for (100) grains and 1630 eV/nm³ for (111) grains. At $\epsilon=0.2\%$, their difference gives $920\times(0.002)^2=0.0037$ eV/nm³, or $|x|=0.092$. If both keep this in-plane strain, a (100) grain surrounded by (111) material would live about 7% longer. Lateral relaxation between the grains, neglected here, can make the effect larger.

**Surface grooves.** At a free surface of energy $g_s$, force balance at a groove root gives $2g_s\sin m=g$, where $m$ is the flank angle. If a boundary tilted by $\theta$ moves a distance $d\ell$ up a frozen flank, its length changes by $-\sin(\theta-m)d\ell$. It is held until $\theta=m$. With such grooves on both faces of the film, the through-thickness curvature can reach $2\sin m/h$, which balances the in-plane curvature at

$$R_p=\frac{h}{2\sin m}=\frac{hg_s}{g}=\frac{100\times11}{4}=275\ \text{nm}.$$

A numerical surface of zero mean curvature gives 277 nm at its rim. The 100 nm grain is smaller than this and can escape. If the limiting groove pressure nevertheless persisted during motion, $x=100/275=0.36$ and the lifetime would be 34% longer. An evolving groove needs its own calculation.

**Inclination dependence.** Let $g$ depend on the angle $\theta$ of the boundary normal. An outward displacement $w$ turns the normal by $-dw/ds$, so

$$\delta E=\oint\left(g\kappa w-g'\frac{dw}{ds}\right)ds
=\oint(g+g'')\kappa w\,ds,$$

after integration by parts with $d\theta/ds=\kappa$. Hence $v=M(g+g'')\kappa$. For $g=g_0(1+\eta\cos4\theta)$ the factor is $g_0(1-15\eta\cos4\theta)$, and $\eta=2\%$ changes local speeds by up to 30%. Yet $\kappa\,ds=d\theta$, and over a full turn of $\theta$ the term $g''$ integrates to zero while $g$ averages to $g_0$, so at constant $M$ the area rate remains $-2\pi Mg_0$. The scheme above, with its isotropic Gaussian, does not reproduce the resulting shape change.

**The real film.** The lifetime of one minute is less certain than these percentages suggest. With all else fixed, lowering $Q$ by 0.1 eV multiplies the mobility by 11.6, and raising the temperature by 10 K multiplies it by 1.63. At a use temperature of 378 K the same model gives $2.2\times10^4$ s, about six hours. This is no forecast of grain loss in a working line. Solutes and particles can hold boundaries back, mobility can vary between boundaries, and grains in a real film generally meet at junctions, where equation (1) does not apply. A capped line also lacks the free surface assumed in the groove estimate. The area law tests the numerical scheme well; absolute times need a mobility measured for the film concerned.

The computed values are collected in the numerical output below.

## Computed values

```
Initial radius: 100 nm
Film thickness: 100 nm
Boundary energy: 4 eV/nm^2
Surface energy: 11 eV/nm^2
Activation energy: 1 eV
Attempt rate: 1e+13 1/s
Jump length: 0.25 nm
Anneal temperature: 473 K
Mobility: 21.213 nm^4/(eV s)
Reduced mobility K: 84.852 nm^2/s
Area loss rate, law: 533.14 nm^2/s
Area loss rate, simulated fit: 535.33 nm^2/s
Lifetime, law: 58.926 s
Lifetime, law, converted: 0.9821 min
Lifetime at 378 K: 22426 s
Grid cell: 1.25 nm
Periodic box side: 320 nm
Heat time s per step: 50 nm^2
Physical time step: 0.58926 s
Diffusion width sigma: 10 nm
Step 0: t=0.000 s; area=31415.0; law=31415.9 nm^2
Step 20: t=11.785 s; area=25112.1; law=25132.7 nm^2
Step 40: t=23.570 s; area=18806.8; law=18849.6 nm^2
Step 60: t=35.356 s; area=12497.3; law=12566.4 nm^2
Step 80: t=47.141 s; area=6175.9; law=6283.2 nm^2
Largest law error / initial area: 0.342 %
Largest radial-map error / initial area: 0.0836 %
Loss ratio, first 20 steps: 1.0031
Loss ratio, last 20 steps: 1.0061
One-step error coefficient: 0.66814
Excess R^2 loss, radial map: 27.356 nm^2
Excess R^2 loss, logarithm: 27.054 nm^2
Excess with half step: 13.542 nm^2
Disappearance limit R^2/s: 2.7726
Radial map disappears at step: 99
Ellipse area-loss ratio: 1.0047
Small-step heat time: 4 nm^2
Small-step displacement / cell: 0.032
Small-step binary loss ratio: 0
Small-step filled-cell loss ratio: 0.95541
Initial driving pressure: 0.04 eV/nm^3
Groove pressure / driving: 0.36364
Groove pinning radius: 275 nm
Catenoid rim radius: 276.55 nm
Surface-energy difference: 0.6 eV/nm^2
Surface pressure / driving: 0.3
Biaxial modulus (100): 709.81 eV/nm^3
Biaxial modulus (111): 1628.6 eV/nm^3
Elastic film strain: 0.2 %
Strain pressure / driving: 0.091882
Boundary-energy anisotropy: 2 %
Local speed change from anisotropy: 30 %
Anisotropic area-rate ratio: 1
Mobility ratio for +10 K: 1.6275
Mobility ratio for -0.1 eV: 11.628
Full / linear jump speed: 0.99237
```
